# Why Unmasking Linkers After Saturation Keeps Molecular-Layer Chains Growing

A surface covered with isocyanate groups is exposed to the vapour of a diamine. One amine end of a molecule reacts with an isocyanate and forms a urea link; the other end is meant to stand free and receive a diisocyanate in the next half-cycle. Repeating the two exposures should build a polyurea film one molecular layer at a time. But the free amine is chemically the same as the one that has just reacted, and unreacted isocyanates still surround it. If it binds one of them, the molecule becomes a loop. Two growing chains have been joined, and neither has an end left.

A linker with one reactive end and one masked end can avoid this, though the mask alone does not explain why. The second end must become reactive sooner or later, or growth would stop. What matters is which partners remain when it does.

## A model of the competition

Let all surface quantities be fractions of the number of reactive sites present before the first half-cycle. During a dose, \(a\) is the fraction of free sites, \(m\) that of tethers with a masked end, \(s\) that of tethers with a live end, and \(L\) that of loops. A half-cycle begins with \(a=f\) and \(m=s=L=0\).

The vapour caps each free site at a rate \(k\). A live tether closes onto free sites at a rate \(\kappa a\), so \(\kappa\) is its closing rate when all the original sites are free. This is a mean-field assumption: each tether sees the average density of free sites. Reactions are taken as irreversible. A fraction \(q\) of the linkers that attach carries no mask, and masks come off during the dose at a rate \(k_u\). Then

\[
\begin{aligned}
\dot a&=-ka-\kappa sa,\\
\dot m&=(1-q)ka-k_um,\\
\dot s&=qka+k_um-\kappa sa,\\
\dot L&=\kappa sa .
\end{aligned}
\]

Closing removes one live tether and one free site, and creates one loop that occupies two original sites. Adding the first three equations and twice the fourth gives zero, so

\[
a+m+s+2L=f .
\]

Two ratios will be needed:

\[
r_0=\frac{\kappa}{k},\qquad r=\frac{\kappa f}{k}=r_0f .
\]

The second compares closing with capping at the density present when the half-cycle begins.

## The symmetric linker

A symmetric linker has no mask, so \(q=1\) and \(m=0\). Dividing \(\dot s\) by \(\dot a\) removes time, and the common factor \(a\) cancels:

\[
\frac{ds}{da}=\frac{ka-\kappa sa}{-ka-\kappa sa}
=-\frac{k-\kappa s}{k+\kappa s}.
\]

With \(u=\kappa s/k\) this becomes

\[
\frac{du}{da}=-\frac{\kappa}{k}\,\frac{1-u}{1+u}.
\]

Since \(\dot a\le-ka\), a long dose takes \(a\) from \(f\) to zero, while \(u\) rises from zero to its final value. Separating the variables gives

\[
\int_0^u\frac{1+v}{1-v}\,dv=\frac{\kappa f}{k}=r .
\]

The integrand equals \(-1+2/(1-v)\), so

\[
-u-2\ln(1-u)=r. \tag{1}
\]

To solve for \(u\), put \(x=1-u\). Equation (1) becomes \(x-2\ln x=1+r\), or \(\ln x-x/2=-(1+r)/2\). Exponentiating and multiplying by \(-1/2\),

\[
-\frac{x}{2}e^{-x/2}=-\frac12e^{-(1+r)/2}.
\]

The Lambert function \(W\) is defined by \(We^W=z\). Because \(0<x\le1\), the quantity \(-x/2\) lies above \(-1\), which selects the principal branch \(W_0\). Hence

\[
u=U(r)=1+2W_0\!\left(-\tfrac12e^{-(1+r)/2}\right),
\qquad
\frac{s_{\rm end}}{f}=\frac{U(r)}{r}. \tag{2}
\]

For small \(r\), the logarithm in (1) gives \(u+u^2+\dots=r\), so \(u=r-r^2+\dots\). The surviving fraction is about \(1-r\), and there are about \(r/2\) loops per starting site. For large \(r\), \(u\) approaches 1 and \(s_{\rm end}\) approaches \(k/\kappa\): live tethers accumulate until closing removes them as fast as capping makes them.

The dose time does not appear in (2). Once the surface is saturated, further exposure cannot reopen loops. Raising the pressure does help, because \(k\) is proportional to pressure while \(\kappa\) belongs to the surface. Free sites are then capped sooner, leaving tethers less time to find them.

## Termination over many half-cycles

Suppose that both linkers, the diamine and the diisocyanate, are symmetric and have the same \(r_0\). Let the surviving ends redistribute laterally before each dose, and let no new sites appear. The survivors of one half-cycle are the sites of the next. Their fraction is \(s_{\rm end}=ku/\kappa\), so the next value of \(r\) is \(\kappa s_{\rm end}/k=u\). Thus

\[
r_{n+1}=U(r_n),\qquad f_n=\frac{r_n}{r_0},\qquad f_0=1 .
\]

Expanding (1) with \(r=r_n\) and \(u=r_{n+1}\) gives

\[
r=u+\sum_{j\ge2}\frac{2u^j}{j}.
\]

The change in the reciprocal is therefore

\[
\frac1u-\frac1r=\frac{r-u}{ur}
=\frac{u+\sum_{j\ge2}2u^j/(j+1)}{u+\sum_{j\ge2}2u^j/j}<1 .
\]

The inequality holds term by term: the first terms are equal and every later numerator term is smaller. Summing over \(n\) half-cycles gives \(1/r_n<1/r_0+n\), or

\[
f_n>\frac{1}{1+nr_0}\qquad(n\ge1). \tag{3}
\]

Since \(U(r)<r\) for \(r>0\), and no positive \(r\) satisfies \(U(r)=r\), the sequence \(r_n\) falls to zero. The ratio above then tends to 1, so \(f_n\) approaches \(1/(nr_0)\) at large \(n\).

The decline is algebraic because a loop needs two live chains. As chains disappear, the survivors meet fewer partners, and the fraction lost per half-cycle falls. Growth nevertheless slows severely. The linkers attached in a half-cycle number

\[
s_{\rm end}+L=s_{\rm end}+\frac{f-s_{\rm end}}2=\frac{f_n+f_{n+1}}2 ,
\]

so at large \(n\) the material added per half-cycle falls as \(1/n\), and the thickness grows logarithmically.

## What the mask changes

Consider first a perfect mask, with \(q=k_u=0\). During the dose \(s=0\), so the closing term \(\kappa sa\) vanishes even though free sites are plentiful. Capping proceeds alone and leaves \(a=fe^{-\theta}\), where \(\theta=kt_{\rm dose}\). The vapour is pumped away and the masks are then removed. Live ends and free sites now coexist, but each loop must use one leftover site. If every leftover site closes a loop, the surviving fraction is

\[
1-2e^{-\theta}.
\]

One factor \(e^{-\theta}\) counts sites that were never capped, the other the tethers they destroy. As long as every free site stays accessible to the vapour, this loss, unlike that of the symmetric linker, shrinks exponentially with dose time.

Real masks leak. For small \(q\) and \(\varepsilon=k_u/k\), the live fraction \(s\) is itself of first order in them. To this order the closing term can be dropped from the equation for \(a\), giving \(a=fb\) with \(b=e^{-kt}\), and the masked tethers may be taken as \(m=f(1-b)\). The closing term must stay in the equation for \(s\), where all terms are of first order. Using \(db/dt=-kb\),

\[
\frac{ds}{db}=-fg(b)+rs,\qquad
g(b)=q+\varepsilon\frac{1-b}{b}.
\]

Multiplying by \(e^{-rb}\) turns the terms in \(s\) into a derivative. Since \(s=0\) at \(b=1\),

\[
s(b)=fe^{rb}\int_b^1g(c)e^{-rc}\,dc .
\]

For a saturating dose, \(L=\int\kappa sa\,dt=r\int_0^1s\,db\). Exchanging the order of integration gives

\[
\frac Lf=\int_0^1g(c)e^{-rc}\left[\int_0^c re^{rb}\,db\right]dc
=\int_0^1\left(1-e^{-rc}\right)\left[q+\varepsilon\frac{1-c}{c}\right]dc. \tag{4}
\]

When \(r\) is also small, \(1-e^{-rc}\approx rc\), and (4) becomes \(r(q+\varepsilon)/2\). The symmetric linker gave \(r/2\) in that regime, so the mask multiplies loop formation during the dose by \(q+\varepsilon\).

The same expression is an upper bound without any assumption of smallness. Since \(a\le fe^{-kt}\), the number of sites capped by time \(t\) is at most \(f(1-e^{-kt})\), and so is \(m\). Ignoring the loss of live tethers by closing can only raise \(s\), so

\[
s\le qf(1-e^{-kt})+k_uf\int_0^t(1-e^{-kt'})\,dt'.
\]

Multiply by \(\kappa fe^{-kt}\) and integrate over all times. The first term gives \(\kappa f^2q\,[1/k-1/(2k)]=frq/2\). Exchanging the integrals in the second gives \(\kappa f^2k_u/(2k^2)=fr\varepsilon/2\). Therefore

\[
\frac Lf\le\frac{r(q+\varepsilon)}2 .
\]

Finally, let the unmasking step open a fraction \(y\) of the masks. At the end of the dose there are \(f-a-2L\) tethers, with \(a\le fe^{-\theta}\), and at most \(a\) loops can form afterwards. The next starting fraction obeys

\[
\frac{f_{\rm next}}f\ge
y\left[1-r(q+\varepsilon)-e^{-\theta}\right]-e^{-\theta}. \tag{5}
\]

## When "after attachment" is too early

If masks fall off very quickly, masked tethers hardly accumulate, and \(k_um\) approaches their production rate \((1-q)ka\). The equation for \(s\) becomes \(\dot s=ka-\kappa sa\), which is that of the symmetric linker. Numerical integration at \(r=0.5\) with \(k_u=10^4k\) gives a surviving fraction of 0.689, the same to three digits as for a symmetric linker.

Each molecule in this case is unmasked after its own attachment, yet the protection is lost. Unless closing is much slower than capping (\(r\ll1\)), when even a symmetric linker loses few ends in one half-cycle, unmasking has to wait until the surface as a whole is nearly saturated. Another exception is a revealed group that cannot react with the remaining sites. Then \(\kappa=0\) and no loops form, whatever the timing, but the cause is chemical selectivity.

## A polyurea-like example

Take 350 K, a linker pressure of 0.1 Torr, a molar mass of 60 g/mol and 4 sites per nm². With molecular mass \(M\) and Boltzmann constant \(k_B\), kinetic theory gives the flux

\[
\Phi=\frac{P}{\sqrt{2\pi Mk_BT}}=2.42\times10^5\ \mathrm{nm^{-2}\,s^{-1}}.
\]

An assumed reaction probability of \(5\times10^{-5}\) per collision gives

\[
k=\frac{2.42\times10^5\times5\times10^{-5}}4=3.03\ \mathrm{s^{-1}}.
\]

For closing, an assumed prefactor of \(10^{11}\) s⁻¹ and barrier of 0.75 eV give \(\kappa=1.59\) s⁻¹. Thus \(r_0=1.587/3.030=0.524\).

For symmetric linkers, (2) leaves 0.679 of the ends alive after one saturated half-cycle, with \((1-0.679)/2=0.160\) loops per site. A tenfold longer dose leaves 0.679 again. A tenfold higher pressure, with \(\kappa\) held fixed, raises the survival to 0.951.

For the masked linker, keep the same \(k\), although a molecule with one reactive end instead of two might react only half as often per collision. Let the dose last 3 s, so that \(\theta=9.09\) and \(e^{-\theta}=1.13\times10^{-4}\). Let \(q=0.002\). A thermal unmasking barrier of 1.25 eV with prefactor \(10^{13}\) s⁻¹ gives \(k_u=1.00\times10^{-5}\) s⁻¹ and \(\varepsilon=3.3\times10^{-6}\), so unmasked impurity matters far more than thermal leakage.

The masks are then removed by 60 s of light at 365 nm and 30 mW/cm². The photon flux is \(5.51\times10^{16}\) cm⁻² s⁻¹. An assumed absorption cross-section of \(2\times10^{-17}\) cm² and a quantum yield of 0.1 give an unmasking rate of 0.110 s⁻¹ and \(y=0.9987\).

Integrating the rate equations gives \(4.43\times10^{-4}\) loops per site in the first masked dose, about 360 times fewer than for the symmetric linker. Equation (4) gives \(4.44\times10^{-4}\), and the upper bound is \(5.2\times10^{-4}\). After unmasking, 0.9976 of the ends are alive. The largest part of the loss is now incomplete unmasking, about 0.0013; loops formed during the dose cost about 0.0009, and leftover sites about 0.0002.

Repeating the half-cycles, with both linkers masked in the second case, gives these live fractions:

| Half-cycles | Symmetric | Masked |
|---:|---:|---:|
| 1 | 0.679 | 0.998 |
| 10 | 0.168 | 0.976 |
| 100 | 0.019 | 0.789 |

At 100 half-cycles the bound (3) is 0.0187, close to the symmetric value of 0.0190. With 0.14 nm³ per attached linker, a full layer adds \(4\times0.14=0.56\) nm. The symmetric process deposits 4.4 nm in 100 half-cycles and the masked process 49.8 nm; without any loss the film would be 56 nm thick.

Masking one of the two linkers is much less effective. If symmetric and masked half-cycles alternate, the live fraction after 100 is 0.036, about twice the symmetric value. Half of the steps still form loops at the old rate.

The mask also has a cost of its own. With \(q=\varepsilon=0\), the live fraction cannot exceed \(y^n\), because each half-cycle leaves a fraction \(1-y\) of the tethers masked and these are counted as dead. Even this counting is favourable. The next exposure to light would open most of the leftover masks, and the late ends could then bind newly revealed groups of the other kind, each costing a further live end. If they do so at the same closing rate, the live fraction after 100 half-cycles is 0.69 instead of 0.789, and the film is 46.9 nm thick instead of 49.8 nm. An exponential eventually falls below an algebraic decline. For the example, repeated use of (5) keeps the masked process above the symmetric one until about half-cycle 4600. This is the crossing of a lower bound, so the crossing comes no earlier as long as leftover masks stay dead. If they open later and form loops, that guarantee is lost.

## How far the numbers carry over

The pressure, temperature and site density are round values chosen for the example, not data from a particular polyurea process. The reaction probability and closing barrier are assumptions, and the result is sensitive to the barrier. Changing it to 0.70 or 0.80 eV changes \(r_0\) to 2.7 or 0.10, and the symmetric live fraction after 100 half-cycles to 0.004 or 0.09. A linker of 160 g/mol arrives more slowly and raises \(r_0\) to 0.86; a masked linker that heavy would need a dose about 1.6 times longer for the same \(\theta\). This matters, because 60 g/mol is the mass of ethylenediamine without any mask. With a light-removable mask the molecule might weigh about 240 g/mol. If both linkers were that heavy and the dose stayed at 3 s, the masked live fraction after 100 half-cycles would be only 0.10; a 6 s dose would bring it back to 0.75. These two figures assume an unchanged reaction probability and leftover masks that stay closed. If having only one reactive end also halved the reaction probability, a 12 s dose would be needed for the same \(\theta\), and the live fraction would be 0.69 with \(q\) still at 0.002. But an unmasked impurity has two reactive ends and would then attach twice as readily as a masked linker. For the same vapour, \(q\) would rise to about 0.004 and the live fraction would fall to 0.57.

A bulky mask may also shield neighbouring sites, which a longer dose would not cap. Suppose that 1% of the sites were shielded in each dose of the original example and became reachable once the masks were off. The live fraction after 100 half-cycles would then be only 0.11, and a tenfold longer dose would not help. Giving both linkers equally good light-removable masks is an idealization. The cross-section and quantum yield are also assumed, and favourable: the cross-section corresponds to a molar absorptivity of about 5200 M⁻¹ cm⁻¹, and many masks combine weaker absorption or a lower yield at this wavelength. The result depends strongly on their product. If it were half as large and the light stayed on for 60 s, \(y\) would be 0.963 and the masked live fraction after 100 half-cycles only 0.023, hardly above the symmetric value. Lengthening the exposure in proportion restores 0.79. The layer of 0.56 nm per half-cycle is also large beside the few tenths of a nanometre per full cycle that are roughly typical of real films.

The assumption that no fresh sites appear also matters. Many molecular-layer films made from symmetric linkers grow at a steady rate, whereas this model predicts a continuing decline. Slow closing could explain the difference, but so could a supply of fresh sites. Suppose that each half-cycle supplies new sites amounting to a fraction \(g\) of the original density. At small \(r\), the loss per half-cycle is \(rf=r_0f^2\), so a steady state requires

\[
r_0f^2\approx g,\qquad f\approx\sqrt{g/r_0}.
\]

For \(g=0.01\) this gives 0.138, and iterating (2) with the added sites gives 0.145. A 1% supply is therefore enough to hold the live fraction more than seven times above its value after 100 half-cycles without it. In that steady state about 7% of the live ends are still lost in each half-cycle, so steady growth alone does not show that loops are absent.

Finite reach matters too. In a stochastic simulation on a square lattice, each tether could close onto its eight nearest neighbours, with the same total rate \(\kappa\) when all were free. If live ends were redistributed between half-cycles, about 0.02 survived after 100, close to the mean-field value. If they stayed in place, 0.067 survived, because an end with no live neighbour has no partner with which to form a loop. Ends held in place can therefore outlast the \(1/n\) law in a long run, though for these parameters they have almost no advantage during the first ten half-cycles.

Two other effects are small for these parameters. One masked layer absorbs about 0.8% of the light. With an assumed bond-breaking barrier of 1.6 eV and prefactor \(10^{13}\) s⁻¹, heat would cause about \(3\times10^{-5}\) breaks per chain over the 100 half-cycles, counting 63 s at 350 K for each and one more bond at every step.

The design rule that follows is conditional. If the revealed group can react with the original sites, and closing is not so slow that \(nr_0\ll1\) for the \(n\) half-cycles planned, the dose must saturate the surface before unmasking begins, few linkers may arrive unmasked, and the unmasking step must be nearly complete. Under those conditions the second end becomes reactive when almost no site remains on which it could close.
